# Mutual Depolarisation of a Square Dipole Layer and the Work-Function Shift, part 1

(Sections cited here and not found follow in the second part.)

## First half: one dipole in the field of the others

A Kelvin probe can follow a surface during atomic layer deposition by recording how the work function changes as molecular groups attach. Suppose each group carries a known outward dipole, and the recorded change is divided by the change that one such dipole per unit area would cause. The quotient looks like the density of groups. For the model layer worked out below it gives about 4.0 groups per nm², although the layer holds 5.0. The reading is not at fault. Each dipole sits in the field of its neighbours, that field opposes it, and a polarisable group responds by losing part of its moment. The signal per group therefore falls as the layer fills, and a calibration made at low density undercounts a dense layer.

### The model and its conventions

Identical dipoles stand on an infinite square lattice in the plane $z=0$. The outward normal is $+z$, and a moment is positive when its positive end points outward. The areal density is $n$, so each dipole owns an area $1/n$ and the lattice spacing is

$$b=n^{-1/2}. \tag{1}$$

An isolated group has the permanent normal moment $\mu_0$. In a field $E$ along $z$ its moment becomes

$$\mu=\mu_0+\alpha E,\qquad \alpha=4\pi\varepsilon_0 a. \tag{2}$$

The length cubed $a$ is the polarisability volume. Equation (2) assumes a linear response, and the groups are treated as points that keep their orientation. Fields reflected by the substrate, called image fields, are left out until the second half. The elementary charge $e$ is positive.

### From dipole density to work function

Replace each dipole for a moment by charges $+q$ and $-q$ separated by a height $l$, with $\mu=ql$. Averaged over the plane, the layer consists of two charged sheets, the upper one with charge density $+nq$ and the lower one with $-nq$. The average is legitimate without any condition on the spacing: averaging Poisson's equation over $x$ and $y$ removes the lateral derivatives and leaves a one-dimensional equation for the averaged potential.

Each infinite sheet produces a field of magnitude $nq/(2\varepsilon_0)$ on both sides. Outside the pair the two fields cancel. Between the sheets they add to $nq/\varepsilon_0$, directed from the positive sheet to the negative one, that is, along $-z$. Since $E=-dV/dz$, the potential rises with $z$ between the sheets, and the total rise is

$$\Delta V=V_{\rm outside}-V_{\rm inside}=\frac{nq\,l}{\varepsilon_0}=\frac{n\mu}{\varepsilon_0}. \tag{3}$$

The product $ql=\mu$ survives when $l\to0$, so (3) also holds for point dipoles.

An electron has charge $-e$. Its potential energy outside therefore changes by $-e\Delta V$ relative to the inside. If the Fermi level keeps its place relative to the interior potential, the work function changes by

$$\Delta\Phi=-\frac{e\,n\mu}{\varepsilon_0}. \tag{4}$$

Outward positive ends lower the work function. Reversing the sign of $\mu$ reverses the shift, but it does not affect the ratio $\mu/\mu_0$, which is the subject of the rest of this half.

### The field at one site

The potential of a normal dipole at the origin is

$$\phi=\frac{\mu}{4\pi\varepsilon_0}\frac{z}{r^3},\qquad r^2=\rho^2+z^2,$$

where $\rho$ is the lateral distance. Because $\partial r/\partial z=z/r$, differentiation gives

$$E_z=-\frac{\partial\phi}{\partial z}
=-\frac{\mu}{4\pi\varepsilon_0}\left(\frac1{r^3}-\frac{3z^2}{r^5}\right)
=\frac{\mu}{4\pi\varepsilon_0}\frac{2z^2-\rho^2}{r^5}. \tag{5}$$

A neighbour in the same plane is seen sideways. Setting $z=0$ leaves

$$E_z=-\frac{\mu}{4\pi\varepsilon_0\rho^3}. \tag{6}$$

The field lines that leave the positive end return past the neighbours in the downward direction, which is the origin of the minus sign.

The neighbours lie at $\rho=b\sqrt{i^2+j^2}$, with integers $i,j$ that are not both zero. Equation (1) gives $b^{-3}=n^{3/2}$, and the sum of (6) over all neighbours with equal moments is

$$E=-\frac{\mu}{4\pi\varepsilon_0}\,S\,n^{3/2},\qquad
S={\sum_{i,j}}'\frac1{(i^2+j^2)^{3/2}}. \tag{7}$$

The prime excludes $i=j=0$. The sum converges: a ring of radius $\rho$ contains a number of sites proportional to $\rho\,d\rho$, each contributing $\rho^{-3}$, so the distant part behaves as $\int d\rho/\rho^2$.

The field in (7) must not be confused with the plane-averaged field between the two sheets. That average contains the interior field of every dipole, including the one under study, and grows without limit as $l\to0$. The polarising field on a group comes from the other groups and remains finite.

### The number nine

The sum $S$ can be found by hand to good accuracy. Add the terms inside a square block $|i|,|j|\le M$ and replace the sum outside by an integral. Each lattice point owns a unit cell, so the block ends at $W=M+\tfrac12$. The outside region consists of eight equal wedges. In one of them the polar angle $\varphi$ runs from $0$ to $\pi/4$ and the radius starts at $W/\cos\varphi$. Hence

$$\int_{\rm outside}\frac{dA}{\rho^3}
=8\int_0^{\pi/4}d\varphi\int_{W/\cos\varphi}^{\infty}\frac{d\rho}{\rho^2}
=\frac8W\int_0^{\pi/4}\cos\varphi\,d\varphi
=\frac{4\sqrt2}{W}. \tag{8}$$

For $M=1$ the block holds four neighbours at distance 1 and four at distance $\sqrt2$. Then

$$S\approx4+\frac4{2^{3/2}}+\frac{4\sqrt2}{1.5}=5.414+3.771=9.185.$$

For $M=2$ the block gains four sites at distance 2, four at $\sqrt8$ and eight at $\sqrt5$. They add $0.500+0.177+0.716=1.392$ to the block sum, and (8) gives $2.263$. The total is $9.069$. For $M=3$ the same procedure gives $9.047$.

These values approach the limit from above, and the leading error can be derived. Expand $f=\rho^{-3}$ about the centre of a unit cell. The linear terms average to zero and each squared coordinate averages to $1/12$, so the integral over the cell exceeds the central value by $\nabla^2f/24$ to leading order. In two dimensions

$$\nabla^2\rho^{-3}=\frac{d^2\rho^{-3}}{d\rho^2}+\frac1\rho\frac{d\rho^{-3}}{d\rho}
=(12-3)\rho^{-5}=9\rho^{-5}.$$

The excess of the outer integral over the outer sum is thus

$$\frac{9}{24}\int_{\rm outside}\frac{dA}{\rho^5}
=\frac{9}{24}\cdot\frac{8}{3W^3}\int_0^{\pi/4}\cos^3\varphi\,d\varphi
=\frac{5\sqrt2}{12\,W^3}, \tag{9}$$

because $\int_0^{\pi/4}\cos^3\varphi\,d\varphi=\left[\sin\varphi-\tfrac13\sin^3\varphi\right]_0^{\pi/4}=5\sqrt2/12$. At $M=3$ the excess is $0.589/3.5^3=0.014$, and subtracting it from $9.047$ gives $9.033$. A block with $M=600$ gives

$$S=9.0336. \tag{10}$$

The four nearest neighbours supply 4 of this, or 44 %. More than half of the field comes from farther away, so an estimate limited to nearest neighbours would fail badly.

### The self-consistent moment

In the infinite lattice all sites are equivalent, so a common moment $\mu$ is consistent. That moment creates the field, and the field changes the moment. Inserting (7) into (2), the factors $4\pi\varepsilon_0$ cancel:

$$\mu=\mu_0-a\,S\,n^{3/2}\mu.$$

Collecting the terms in $\mu$ on the left gives $\mu(1+Sa\,n^{3/2})=\mu_0$, and therefore

$$\mu=\frac{\mu_0}{D},\qquad D=1+S\,a\,n^{3/2}\approx1+9\,a\,n^{3/2}. \tag{11}$$

With (4), the work-function shift is

$$\Delta\Phi=-\frac{e\,n\mu_0}{\varepsilon_0 D}. \tag{12}$$

The divisor $D$ compares the layer with the same number of unperturbed dipoles. It does not compare a dense layer with a dilute one, whose total dipole density would differ as well.

Replacing $S$ by 9 changes $D$ by the fraction $(S-9)an^{3/2}/(1+San^{3/2})$. This is smaller than $(S-9)/S=0.37\,\%$ for every positive $an^{3/2}$. The rounding is harmless beside the physical approximations considered later.

The divisor contains a feedback. If the neighbours kept their full moments, one group would lose the fraction $San^{3/2}$ of its own. Since the neighbours are weakened too, the true loss is the smaller fraction $(D-1)/D$. When the polarisability or the density tends to zero, $D\to1$ and the shift becomes proportional to $n$.

A finite layer tests the assumption of a common moment, because its sites are free to take different moments. The coupled linear equations were solved for square patches with 21 and 41 sites along an edge, and the value of $\mu_0/\mu$ at the centre was extrapolated linearly in $1/W$, as (8) suggests. For $an^{3/2}=0.02795$ the result is 1.2524, against 1.2525 from (11). For $an^{3/2}=0.15$ it is 2.353, against 2.355. The difference of 0.1 % in the second case is what the extrapolation from two patch sizes leaves.

### The same result from energy

Creating an induced moment $\mu-\mu_0$ costs the internal energy $(\mu-\mu_0)^2/(2\alpha)$. This form follows from (2): minimising the cost together with the field energy $-\mu E$ at fixed $E$ gives $\mu-\mu_0=\alpha E$. In the lattice, each pair energy is shared by two dipoles. The energy per dipole is then

$$U(\mu)=\frac K2\mu^2+\frac{(\mu-\mu_0)^2}{2\alpha},\qquad
K=\frac{S\,n^{3/2}}{4\pi\varepsilon_0}. \tag{13}$$

Setting $dU/d\mu=K\mu+(\mu-\mu_0)/\alpha$ to zero gives $\mu=\mu_0/(1+\alpha K)$. Since $\alpha K=San^{3/2}=D-1$, this is (11) again.

At the minimum, $\mu-\mu_0=-\mu_0(D-1)/D$. Substitution, with $(D-1)/\alpha=K$, yields

$$U_{\min}=\frac{K\mu_0^2}{2D^2}+\frac{K(D-1)\mu_0^2}{2D^2}
=\frac{K\mu_0^2}{2D}. \tag{14}$$

The layer reduces its repulsion by a factor $D^2$ and pays part of the gain back as internal energy, so the net energy falls by a factor $D$.

### Methyl groups on alumina

After a pulse of trimethylaluminium, methyl groups cover an alumina surface. Take the rough values $n=5.0\ \mathrm{nm^{-2}}$ and $a=0.0025\ \mathrm{nm^3}$, and assume an outward effective dipole $\mu_0=0.30$ D, which is $1.0007\times10^{-30}$ C m. The spacing is $5.0^{-1/2}=0.447$ nm. Then

$$a\,n^{3/2}=0.0025\times11.18=0.02795,$$

$$D=1+9.0336\times0.02795=1.2525.$$

The unperturbed dipoles would lower the work function by

$$\frac{e\,n\mu_0}{\varepsilon_0}
=e\,\frac{(5.0\times10^{18}\,\mathrm{m^{-2}})(1.0007\times10^{-30}\,\mathrm{C\,m})}
{8.854\times10^{-12}\,\mathrm{F\,m^{-1}}}=0.565\ \mathrm{eV}.$$

Depolarisation reduces this to $0.565/1.2525=0.451$ eV. Each moment falls to $0.30/1.2525=0.240$ D, and by (7) the opposing field at a group has magnitude 7.3 MV/cm.

Ignoring $D$ when reading the density from the shift gives the apparent density $n_{\rm app}=5.0/1.2525=3.99\ \mathrm{nm^{-2}}$, which is 20 % below the true value. The correct density solves

$$n=n_{\rm app}\left(1+S\,a\,n^{3/2}\right). \tag{15}$$

Starting on the right with $n=3.99$ and inserting each result again gives 4.71, 4.91 and 4.97, in units of $\mathrm{nm^{-2}}$, on the way to 5.0. Near the solution the error shrinks at each step by the derivative of the right-hand side. Using $n_{\rm app}=n/D$, this derivative is

$$\frac nD\cdot\frac32\,S\,a\,n^{1/2}=\frac{3(D-1)}{2D}, \tag{16}$$

which is 0.30 here. The iteration converges locally when this number is below one, that is, when $D<3$.

## Second half: density, stability and the real surface

The symbols needed from the first half are the areal density $n$, the spacing $b=n^{-1/2}$, the permanent moment $\mu_0$, the moment $\mu$ in the layer and the polarisability volume $a$. For an ordered square lattice without image fields, $\mu=\mu_0/D$ with $D=1+San^{3/2}$ and $S=9.0336$. The work-function shift is $\Delta\Phi=-en\mu/\varepsilon_0$. The example has $n=5.0\ \mathrm{nm^{-2}}$, $an^{3/2}=0.02795$ and $D=1.2525$.

### A maximum that the formula predicts

Let the lattice remain square while its density changes, with $\mu_0$ and $a$ fixed. The size of the shift is proportional to $n/(1+cn^{3/2})$, with $c=Sa$. Its derivative is

$$\frac{d}{dn}\frac{n}{1+cn^{3/2}}
=\frac{1+cn^{3/2}-\frac32cn^{3/2}}{(1+cn^{3/2})^2}
=\frac{1-\frac12cn^{3/2}}{(1+cn^{3/2})^2}. \tag{17}$$

The shift grows until $cn^{3/2}=2$, where

$$a\,n^{3/2}=\frac2S=0.2214,\qquad D=3. \tag{18}$$

Beyond this point, adding dipoles would weaken each one so strongly that the total decreased. This is also where the iteration of (15) stops returning the true density. Every shift below the maximum belongs to two densities, and the iteration started from $n_{\rm app}$ settles on the lower one, which is the wrong one for a layer with $D>3$.

Multiplying (17) by $n$ and dividing by the shift function gives the relative sensitivity

$$\frac{d\ln|\Delta\Phi|}{d\ln n}
=\frac{1-\frac12(D-1)}{D}=\frac{3-D}{2D}. \tag{19}$$

In the example it equals 0.70. A relative error of 1 % in the shift thus becomes about 1.4 % in the density, even when the parameters are known.

For the example's polarisability, the maximum lies at $19.9\ \mathrm{nm^{-2}}$, four times the assumed density. Whether the model can reach its own maximum is a separate question, because the groups can also polarise sideways.

For a square lattice of polarisable dipoles without image fields, each moment is reduced by the divisor $D$, and the formula predicts a maximum work-function shift at $D=3$. It remains to be seen whether the layer can reach that maximum when the groups also polarise sideways, and how random filling, image fields and other corrections change the result.

Numerical values quoted here were computed with a short program.
